# The 1 eV Band-Offset Criterion: Thermionic Emission and Its Corrections

## What an offset has to prevent

A gate dielectric chosen for its permittivity alone can fail as an insulator. If its conduction band lies only 0.42 eV above that of silicon, electrons passing over the barrier at 300 K can carry about 1 A/cm², even in an ideal film. The permittivity does not reveal this, because it does not fix the band offset, on which the current depends exponentially.

The usual criterion asks for an offset of at least 1 eV. For that offset at 300 K, the free-electron estimate is

$$
J_0=A T^2e^{-\phi/k_BT}\simeq 2\times10^{-10}\ \mathrm{A/cm^2},
\qquad A=\frac{4\pi q m_0k_B^2}{h^3}.
$$

Here $q>0$ is the elementary charge, $m_0$ the free-electron mass and $\phi$ the offset, expressed as an energy. Energies are measured from the silicon conduction edge at the oxide interface. The Fermi level $E_F$ is first placed at that edge. $J$ denotes the magnitude of the electron current density from silicon into the oxide.

This is a one-way emission current. The estimate assumes full transmission above the barrier and none below it, so the criterion must also be tested against tunnelling.

## From occupied states to a current

Let $z$ point into the oxide. There are $2/(2\pi)^3$ electron states per unit volume of $\mathbf{k}$ space and unit volume of crystal, including spin. An electron contributes $qv_z$ to the current, so

$$
J=\frac{2q}{(2\pi)^3}
\int_{v_z>0,\;E_z>\phi}v_z f(E)\,d^3k,
\qquad
f(E)=\frac1{1+e^{(E-E_F)/k_BT}}.
$$

For an isotropic mass $m_0$, write $E=E_z+E_t$, with

$$
E_z=\frac{\hbar^2k_z^2}{2m_0},\qquad
E_t=\frac{\hbar^2k_t^2}{2m_0}.
$$

The normal velocity is $v_z=\hbar^{-1}dE_z/dk_z$, hence $v_z\,dk_z=dE_z/\hbar$. In the transverse plane,

$$
d^2k_t=2\pi k_t\,dk_t=\frac{2\pi m_0}{\hbar^2}dE_t.
$$

Substitution gives

$$
J=\frac{2q}{8\pi^3}\,\frac{2\pi m_0}{\hbar^3}
\int_\phi^\infty dE_z\int_0^\infty dE_t\,f
=\frac{qm_0}{2\pi^2\hbar^3}
\int_\phi^\infty dE_z\int_0^\infty dE_t\,f.
$$

Since $\hbar^3=h^3/(8\pi^3)$, the prefactor is $4\pi qm_0/h^3=A/k_B^2$.

## The high-barrier expansion

When $\phi>E_F$, every emitted electron has $E>E_F$. Put $x=(E-E_F)/k_BT>0$. The geometric series is then

$$
f=\frac{e^{-x}}{1+e^{-x}}
=e^{-x}-e^{-2x}+e^{-3x}-\cdots .
$$

The two energy integrals of the $n$th exponential each contribute $k_BT/n$:

$$
\int_\phi^\infty dE_z\int_0^\infty dE_t\,
e^{-n(E_z+E_t-E_F)/k_BT}
=\frac{(k_BT)^2}{n^2}e^{-n(\phi-E_F)/k_BT}.
$$

With $y=e^{-(\phi-E_F)/k_BT}$, the current is therefore

$$
J=AT^2\left(y-\frac{y^2}{4}+\frac{y^3}{9}-\cdots\right)
=AT^2y\left[1-\frac y4+O(y^2)\right].
$$

The leading term is the Richardson law. The first correction is negative because Fermi-Dirac occupation is smaller than its Boltzmann approximation.

For $E_F=0$, $\phi=1$ eV and $k_BT=0.02585$ eV,

$$
\frac{\phi}{k_BT}=38.68,\qquad y=1.588\times10^{-17},\qquad
AT^2=1.082\times10^7\ \mathrm{A/cm^2}.
$$

The product is

$$
J_0=(1.082\times10^7)(1.588\times10^{-17})
=1.72\times10^{-10}\ \mathrm{A/cm^2},
$$

or $2\times10^{-10}$ A/cm² to one figure. A numerical sum over the states with full Fermi-Dirac occupation gives the same value to the printed digits. The first statistical correction is only $y/4=4\times10^{-18}$ of the leading current.

The expansion in $y$ fails when the Fermi level rises above the barrier. Let $u=(E_F-\phi)/k_BT$. Doing the transverse integral first gives $J=AT^2G(u)$, where

$$
G(u)=\int_0^\infty\ln(1+e^{u-s})\,ds.
$$

For $u>0$, split the integral at $s=u$. Below this point use $\ln(1+e^{u-s})=(u-s)+\ln(1+e^{-(u-s)})$. This yields

$$
G(u)=\frac{u^2}{2}+\int_0^u\ln(1+e^{-w})dw
+\int_0^\infty\ln(1+e^{-w})dw.
$$

The last integral equals $1-1/4+1/9-\cdots=\pi^2/12$, and the one before it approaches the same value as $u$ becomes large. Thus

$$
J\simeq A\left[\frac{(E_F-\phi)^2}{2k_B^2}+\frac{\pi^2T^2}{6}\right].
$$

In this opposite limit the barrier no longer produces an exponentially small current. The 1 eV example is far from it.

## Corrections that enter the exponent

The tiny statistical correction does not mean that the estimate is accurate to the same degree. If the distance from the Fermi level to the barrier top decreases by $\delta$, the leading current is multiplied by

$$
\frac{J(\phi-\delta)}{J(\phi)}=e^{\delta/k_BT}.
$$

At 300 K, one decade of current corresponds to $k_BT\ln10=0.060$ eV. Modest barrier errors matter much more than the difference between Fermi-Dirac and Boltzmann occupation.

Consider a 3 nm hafnia-like film on n-channel silicon, with an oxide field $F=1$ MV/cm. Its offset is set to the criterion value of 1 eV. Rough material parameters are a static relative permittivity of 20, an optical one of 4 and an oxide electron mass of $0.2m_0$.

### First field correction: the image force

An electron in the oxide at distance $x$ from a conducting plane is attracted to its image of opposite charge at distance $2x$. The interaction energy contains a factor one half because the induced charge grows with the electron's charge. Let $\epsilon$ be the optical permittivity of the oxide, including $\epsilon_0$. The barrier is

$$
U(x)=\phi-qFx-\frac{a}{x},
\qquad a=\frac{q^2}{16\pi\epsilon}.
$$

At its maximum, $-qF+a/x^2=0$, so $x_m=\sqrt{a/(qF)}$. The two lowering terms are equal there, and their sum is

$$
\Delta=2\sqrt{aqF}=q\sqrt{\frac{qF}{4\pi\epsilon}}.
$$

This is the first field correction to the barrier in the one-plane model. It gives $\Delta=0.190$ eV. Since $\Delta=2qFx_m$, the maximum lies at $x_m=0.95$ nm, inside the film.

The gate plane at distance $d$ produces further images. Opposite charges lie at $2nd-x$ for all integers $n$, and like charges at $2nd+x$ for $n\ne0$. Their distances from the electron are $2|nd-x|$ and $2|n|d$. Including the factor one half gives

$$
U_{\rm im}(x)=-a\left[
\frac1x+\sum_{n=1}^{\infty}
\left(\frac1{nd-x}+\frac1{nd+x}-\frac2{nd}\right)\right].
$$

At the same field, the maximum is then lowered by 0.197 eV, and the emission current rises by a factor of about 2000. Treating silicon as a perfect conducting plane makes this an upper estimate of the image effect. If silicon is instead a dielectric of permittivity 11.7, its image charge is about half as large, the lowering is about 0.15 eV and the factor is about 350.

### The Fermi level in the inversion layer

The oxide field also requires charge in the silicon. Without an interfacial layer or depletion charge, the electron density per area is

$$
n_s=\frac{20\epsilon_0F}{q}=1.1\times10^{13}\ \mathrm{cm^{-2}}.
$$

The silicon surface field is $20F/11.7$. Taking half of it as the mean field across the electron layer gives $F_s=0.855$ MV/cm.

In this triangular well the lowest state obeys

$$
-\frac{\hbar^2}{2m_l}\psi''+qF_sz\psi=E\psi,
\qquad \psi(0)=0,
$$

where $z$ is now the depth into silicon and $m_l=0.92m_0$. Define $\ell=(\hbar^2/2m_lqF_s)^{1/3}$ and $s=z/\ell-E/(qF_s\ell)$. The equation becomes $\psi''(s)=s\psi(s)$, whose decaying solution is $\mathrm{Ai}(s)$. At $z=0$ the argument must be the first zero, $s=-a_1$, with $a_1=2.338$. Therefore

$$
E_0=a_1qF_s\ell
=a_1\left(\frac{\hbar^2}{2m_l}\right)^{1/3}(qF_s)^{2/3}
=0.157\ \mathrm{eV}.
$$

Direct diagonalization of the same well also gives 0.157 eV.

Two silicon valleys share this lowest level on a (100) surface. With transverse mass $m_t=0.19m_0$ and spin included, their density of states is $g=2m_t/(\pi\hbar^2)=1.59\times10^{14}$ cm⁻² eV⁻¹. If all electrons occupy this subband,

$$
n_s=g\int_{E_0}^{\infty}f(E)\,dE
=gk_BT\ln\left[1+e^{(E_F-E_0)/k_BT}\right].
$$

Exponentiating and solving for $E_F$ gives

$$
E_F=E_0+k_BT\ln\left(e^{n_s/(gk_BT)}-1\right)=0.225\ \mathrm{eV}.
$$

The Fermi level is thus well above the interface band edge, although the ideal estimate placed it at that edge. The value is uncertain by a few hundredths of an eV. The half-field well underestimates the confinement energy, while higher subbands, which hold a sizeable share of the electrons at these temperatures, lower the Fermi level. The two errors partly cancel. A self-consistent Hartree solution with all six valleys at 300 K gives $E_0\simeq0.22$ eV and $E_F\simeq0.26$ eV for a hard wall. It gives $E_0\simeq0.20$ eV and $E_F\simeq0.23$ eV when the wavefunction penetrates the 1 eV barrier. A rise to 0.225 eV alone raises emission by a factor of about 6000. Confinement contributes because the electrons fill states that begin at $E_0$, whereas the offset is still measured from the interface edge.

### Mass and transmission

The mass changes the prefactor. For a silicon valley with masses $m_x,m_y,m_z$, the Boltzmann transverse integral is $2\pi\sqrt{m_xm_y}\,k_BT/\hbar^2$. The normal integral remains $(k_BT/\hbar)e^{-\phi/k_BT}$, because $v_zdk_z=dE_z/\hbar$. Two valleys on (100) have transverse mass product $m_t^2$, and four have $m_lm_t$. If their normal energy alone decides emission, the current factor relative to a free-electron mass is

$$
\frac{2m_t+4\sqrt{m_lm_t}}{m_0}=2.05.
$$

Another limit starts from free-mass electrons and conserves transverse wavevector into one light, isotropic oxide valley. The entry condition is then

$$
E_z>\phi+E_t\left(\frac{m_0}{m_{\rm ox}}-1\right).
$$

After the normal integral, the transverse Boltzmann factor becomes $e^{-E_tm_0/(m_{\rm ox}k_BT)}$. Its integral is smaller by $m_{\rm ox}/m_0=0.2$. The two assumptions place the free-electron prefactor between factors of 0.2 and 2.05.

Reflection above the barrier is a smaller effect here. In the slab model without image lowering, the thermally weighted transmission above the barrier is 0.86 for free-mass electrodes. It falls to about 0.6 for a silicon normal mass of $0.19m_0$ and rises to about 0.98 for a gate band bottom 5 eV deeper.

The return flux is small too. If the gate Fermi level aligns with the silicon edge at zero oxide field, the 0.3 V oxide drop puts it 0.3 eV below that edge. The ideal return flux is smaller than the forward flux by $e^{-0.3/0.02585}=9\times10^{-6}$. The rise of the silicon Fermi level makes this ratio smaller still.

## The criterion under hot operation

Solving the Richardson law for the barrier gives

$$
\phi_{\rm req}=E_F+\Delta+k_BT\ln\frac{AT^2}{J_{\rm limit}}.
$$

Take two round leakage limits: 1 A/cm² as a rough logic scale and $10^{-7}$ A/cm² as a rough memory-capacitor scale. With $E_F=\Delta=0$ at 300 K, the required offsets are 0.42 and 0.84 eV. The ideal 1 eV barrier meets both.

At 125 °C, or 398 K, the ideal current becomes $4.2\times10^{-6}$ A/cm². It still meets the logic limit but misses the stricter one.

Now include the two-plane image lowering and the occupied subband. At 300 K the remaining barrier above the Fermi level is

$$
1-0.197-0.225=0.578\ \mathrm{eV},
$$

and the emission current is $2.1\times10^{-3}$ A/cm². At 125 °C the same field gives $E_F=0.222$ eV, a remaining barrier of 0.581 eV and a current of 0.84 A/cm². The offset required for 1 A/cm² is then 0.994 eV.

The near agreement with 1 eV should not be read as a precise derivation of the criterion. The prefactor limits of 0.2 and 2.05 change 0.84 A/cm² to about 0.17 and 1.7 A/cm². The exponent matters as much: an error of 0.05 eV in the image lowering or the Fermi level changes the hot current by a further factor of about four. With the dielectric-silicon lowering and self-consistent Fermi levels as alternatives, the hot current spans roughly 0.2 to 2 A/cm² before the prefactor is varied. In this model the hot 1 eV barrier is therefore marginal for the logic limit. For $10^{-7}$ A/cm² the same silicon gate model requires about 1.55 eV. A capacitor with metal electrodes would not have this silicon subband shift, so that value is not a general capacitor requirement.

## Electrons that pass through the barrier

For tunnelling, keep the transverse energy integral and weight each normal energy by a transmission probability $D(E_z)$. Since

$$
\int_0^\infty f(E_z+E_t)\,dE_t
=k_BT\ln\left[1+e^{-(E_z-E_F)/k_BT}\right],
$$

subtracting the return flux at bias $V$ gives, for $E_F=0$,

$$
J_t=\frac{AT}{k_B}\int_0^\phi D(E)
\ln\left[\frac{1+e^{-E/k_BT}}
{1+e^{-(E+qV)/k_BT}}\right]dE.
$$

This estimate uses the 1 eV barrier without image lowering or the Fermi-level rise, and it ignores the transverse-mass mismatch. A numerical solution of the Schrödinger equation for the 3 nm film gives

$$
J_t=13\ \mathrm{A/cm^2},\qquad
\frac{J_t}{J_0}=7.6\times10^{10}.
$$

Emission over the barrier is negligible by comparison, and for the chosen oxide mass the film exceeds the 1 A/cm² limit by tunnelling alone. The number is sensitive to what was left out. Conserving the transverse wavevector lowers it by a factor of two to three. Filling the inversion-layer subbands at this field raises it to several hundred A/cm² from the two lowest valleys alone, and image lowering raises it further. At $E_F=0$, oxide masses of $0.1m_0$, $0.3m_0$ and $0.4m_0$ give about 250, 1.2 and 0.15 A/cm².

The WKB approximation shows how thickness enters. The decay constant is $\kappa=\sqrt{2m_{\rm ox}(\phi-E-qFx)}/\hbar$, and $D=e^{-2\int\kappa dx}$ over the forbidden region. Integrating the square root gives

$$
D(E)=\exp\left\{-\frac{4\sqrt{2m_{\rm ox}}}{3\hbar qF}
\left[(\phi-E)^{3/2}-
(\phi-E-qFd)_+^{3/2}\right]\right\},
$$

where $(b)_+$ means $b$ when positive and zero otherwise. At a fixed field of 1 MV/cm, the calculated currents are:

| Thickness (nm) | WKB current (A/cm²) |
|---|---|
| 3 | 36 |
| 5 | 0.038 |
| 10 | $2.8\times10^{-5}$ |
| 20 | $2.8\times10^{-5}$ |

At 3 nm the WKB result is 2.8 times the slab result, so these values are order-of-magnitude estimates. The slab values at 5, 10 and 20 nm are 0.021, $3.0\times10^{-5}$ and $3.1\times10^{-5}$ A/cm². All entries assume $E_F=0$, and in the thick films the current is carried mainly by thermally excited electrons near 0.4 eV. The last two agree for a definite reason. At 10 nm the oxide drop is already 1 eV, and an electron with $E\geq0$ leaves the forbidden region before or at the gate. The second term in $D$ vanishes, so more thickness at the same field does not lengthen the tunnelling path. Holding the voltage fixed instead would reduce the field as the film thickened.

## Comparison with a hafnia gate

The chosen film is hafnia-like, but its 1 eV offset is deliberately lower than the value for hafnia on silicon, which is roughly 1.5 eV. Adding 0.5 eV at 125 °C multiplies emission by $e^{-0.5/0.03431}\simeq5\times10^{-7}$. With the other settings fixed, the combined emission current falls from 0.84 to about $4\times10^{-7}$ A/cm². This is not the total leakage of the 3 nm film, because tunnelling through the barrier must be added. For a 1.5 eV offset the slab model gives about 0.3 A/cm² at 300 K, even with $E_F=0$ and no image lowering. The chosen field is below the rough breakdown scale of several MV/cm. Real gates also usually contain a thin interfacial silicon oxide, which adds a higher barrier but takes up part of the voltage. Its net effect is not calculated here. Traps, scattering in the oxide, higher subbands, non-parabolic bands and hole current are also omitted.

Within these assumptions, a 1 eV offset makes ideal room-temperature emission very small and leaves room for substantial barrier lowering. It does not by itself guarantee low gate leakage: the field, operating temperature and film thickness must be specified too. The values for the basic model are listed in the numerical output.

## Numbers as computed

```
offset: 1 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
Richardson constant A: 120.2 A/cm2/K2
prefactor A T^2: 1.082e+07 A/cm2
exponent offset/kT: 38.68
Boltzmann factor: 1.588e-17
ideal emission current, formula: 1.717e-10 A/cm2
ideal emission current, state sum: 1.717e-10 A/cm2
offset change per decade of current: 0.05953 eV
ideal offset needed for 1 A/cm2: 0.4187 eV
ideal offset needed for 1e-07 A/cm2: 0.8354 eV
film thickness: 3 nm
oxide field: 1 MV/cm
oxide voltage: 0.3 V
return/forward flux: 9.125e-06
static oxide permittivity: 20
optical oxide permittivity: 4
silicon permittivity: 11.7
oxide mass: 0.2 m0
silicon longitudinal mass: 0.92 m0
silicon transverse mass: 0.19 m0
current factor, oxide-limited mass: 0.2
current factor, silicon valleys: 2.052
image lowering, one plane: 0.1897 eV
image lowering, two planes: 0.197 eV
current factor, two-plane image: 2037
sheet density: 1.105e+13 cm^-2
mean silicon field: 0.8547 MV/cm
magnitude of first Airy zero: 2.338
subband energy, Airy: 0.157 eV
subband energy, diagonalization: 0.157 eV
subband density of states: 1.587e+14 cm^-2 eV^-1
Fermi level above edge, 300 K: 0.2248 eV
current factor, Fermi-level rise: 5971
hot temperature: 398.1 K
hot kT: 0.03431 eV
ideal emission current, hot: 4.187e-06 A/cm2
Fermi level above edge, hot: 0.2218 eV
reduced barrier, 300 K: 0.5782 eV
combined emission current, 300 K: 0.002089 A/cm2
reduced barrier, hot: 0.5813 eV
combined emission current, hot: 0.836 A/cm2
hot combined offset needed for 1 A/cm2: 0.9939 eV
hot combined offset needed for 1e-07 A/cm2: 1.547 eV
mean transmission above barrier: 0.8629
3 nm tunnelling current, slab solution: 13.05 A/cm2
3 nm tunnelling/ideal emission: 7.599e+10
WKB tunnelling current, 3 nm at same field: 36.05 A/cm2
WKB tunnelling current, 5 nm at same field: 0.03838 A/cm2
WKB tunnelling current, 10 nm at same field: 2.842e-05 A/cm2
WKB tunnelling current, 20 nm at same field: 2.842e-05 A/cm2
```
